# Current Power Law for Silicon-Hydrogen Bond Breaking by Vibrational Ladder Climbing

## What goes wrong with a fixed yield per electron

Suppose that electrons from a tunnelling tip break a silicon-hydrogen bond at a mean rate of $0.091\ \mathrm{s^{-1}}$ when the current is 1 nA. If every electron had a fixed chance of breaking the bond, a current of 0.1 nA would give $0.0091\ \mathrm{s^{-1}}$. In the model treated below, with single-quantum excitation, the rate at 0.1 nA is $1.9\times10^{-9}\ \mathrm{s^{-1}}$. The fixed yield is wrong by a factor of about five million.

The reason is that in this model no single electron breaks the bond. Several electrons must each add a vibrational quantum before the vibration relaxes. If $N$ quanta are required, the rate is proportional to $I^N$ in a certain limit. Outside that limit the measured slope is not $N$, so a slope read as a count of quanta can mislead as well.

## The ladder and its rates

The Si-H stretch is taken as a harmonic oscillator with quantum $\hbar\omega$, cut off at the breaking energy. This is a simple model of the climb, not a quantitative description of a real Si-H bond. Let $E_b$ be the energy, measured from the ground level, at which the bond breaks. In this model the number of quanta required is

$$N=\lceil E_b/\hbar\omega\rceil .$$

Levels $n=0,\dots,N-1$ are bound. On first reaching level $N$ the hydrogen leaves and does not return. Rates are given in $\mathrm{s^{-1}}$, currents in nA and energies in eV.

**Level factors.** Let the coupling to electrons and to the bath be linear in the displacement $q\propto a+a^\dagger$. Since $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $a|n\rangle=\sqrt n\,|n-1\rangle$, the golden rule gives upward rates proportional to $n+1$, downward rates proportional to $n$, and no other jumps.

**Electrons.** Let $f$ be the probability that one tunnelling electron excites $0\to1$. Electrons act independently, so the excitation rate is

$$s=fI/e .$$

The current is varied at fixed bias $V$ by moving the tip, and $f$ is assumed not to change as this is done.

Electrons can also remove a quantum. Take flat densities of states, the surface filled up to energy 0 and the tip filled up to $eV$. An electron that gives up $\hbar\omega$ must start below $eV$ and end above 0, so its starting energy lies in a window of width $eV-\hbar\omega$. An electron that gains $\hbar\omega$ has a window of width $eV+\hbar\omega$. The electron-induced $1\to0$ rate is therefore $\kappa s$ with

$$\kappa=\frac{eV+\hbar\omega}{eV-\hbar\omega},\qquad eV-\hbar\omega\gg k_BT .$$

This treats the surface as a metal. On silicon the empty states begin at a band edge $E_c$ above the Fermi level, and with flat states above that edge $eV$ is replaced by $eV-E_c$ in both windows. For $eV=1.5$ eV, $\hbar\omega=0.25$ eV and $E_c=1.0$ eV, $\kappa$ is 3.0 instead of 1.4.

**Bath.** Relaxation into the solid has rate $\gamma$ for $1\to0$ when the bath is cold. At temperature $T_b$ the bath emits and absorbs with the occupation $n_B=1/[\exp(\hbar\omega/k_BT_b)-1]$. The $1\to0$ rate becomes $\gamma(1+n_B)$ and the $0\to1$ rate $\gamma n_B$.

With $x=s/\gamma$, the total rates are

$$u_n=(n+1)U,\quad d_n=nD,\quad U=\gamma(x+n_B),\quad D=\gamma(1+n_B+\kappa x),$$

where $u_n$ is for $n\to n+1$ and $d_n$ for $n\to n-1$. Coherences between levels are neglected, so the populations obey

$$\dot P_n=u_{n-1}P_{n-1}+d_{n+1}P_{n+1}-(u_n+d_n)P_n ,\qquad 0\le n\le N-1,$$

with $P_{-1}=P_N=0$. In matrix form $\dot P=-LP$. The bond starts in $n=0$.

## The mean breaking time

Let $\tau_n$ be the mean time to reach $n+1$ for the first time, starting from $n$. The system waits a mean time $1/(u_n+d_n)$ in level $n$. With probability $d_n/(u_n+d_n)$ it then falls to $n-1$, and it must climb back to $n$ and try again:

$$\tau_n=\frac{1+d_n(\tau_{n-1}+\tau_n)}{u_n+d_n}.$$

Multiplying by $u_n+d_n$ and cancelling $d_n\tau_n$ gives

$$u_n\tau_n=1+d_n\tau_{n-1}.$$

Now insert the harmonic rates and define $g_n=(n+1)U\tau_n$. Because $nU\tau_{n-1}=g_{n-1}$, the last term is $nD\tau_{n-1}=\rho\,g_{n-1}$ with $\rho=D/U$. Hence

$$g_n=1+\rho\,g_{n-1},\quad g_0=1\quad\Rightarrow\quad g_n=\sum_{j=0}^{n}\rho^{\,j}.$$

The total time is the sum of the $\tau_n$:

$$T=\frac1U\sum_{n=0}^{N-1}\frac1{n+1}\sum_{j=0}^{n}\rho^{\,j}. \tag{1}$$

This holds for the model at any driving strength.

## When a mean time defines a rate

A rate has a clear meaning if the survival probability is exponential. To see when it is, take the Laplace transform $\tilde P(z)=\int_0^\infty \exp(-zt)P(t)\,dt$. The master equation becomes $(z+L)\tilde P=e_0$, where $e_0$ has a 1 in level 0 and zeros elsewhere.

The probability density of the breaking time is $F(t)=u_{N-1}P_{N-1}(t)$. By Cramer's rule, $\tilde P_{N-1}$ is the determinant of $z+L$ with its last column replaced by $e_0$, divided by $\det(z+L)$. Expanding along that column gives a sign $(-1)^{N-1}$ and the minor without the first row and last column. This minor is upper triangular with diagonal $-u_0,\dots,-u_{N-2}$, so its determinant is $(-1)^{N-1}u_0\cdots u_{N-2}$. The signs cancel:

$$\tilde F(z)=\frac{u_0u_1\cdots u_{N-1}}{\prod_{i=1}^N(z+k_i)},$$

where $k_1<k_2<\dots<k_N$ are the eigenvalues of $L$. They are real because a tridiagonal matrix with $u_nd_{n+1}>0$ can be rescaled to a symmetric one. They are distinct because the rows of such a matrix fix each eigenvector, up to a factor, from its first component. They are positive because every starting population leaves the ladder in a finite mean time.

Breaking is certain in the end, so $\tilde F(0)=1$. This gives

$$\prod_i k_i=\prod_{n=0}^{N-1}u_n=N!\,U^N,\qquad \tilde F(z)=\prod_i\frac{k_i}{z+k_i}. \tag{2}$$

The mean time is $T=-\tilde F'(0)$, and differentiating the product gives

$$T=\sum_{i=1}^N\frac1{k_i}. \tag{3}$$

Partial fractions of $\tilde F$ give the survival probability

$$S(t)=\sum_i A_i\exp(-k_it),\qquad A_i=\prod_{j\ne i}\frac{k_j}{k_j-k_i}.$$

If $k_1$ is far below the other eigenvalues, then $A_1\to1$, the other terms die out early, and $S(t)\approx\exp(-k_1t)$. Equation (3) then gives $k_1\approx1/T$. Below, $R$ denotes $1/T$.

## The power law

Let the bath be cold, $n_B=0$, and the excitation weak, $x\to0$. Then $U=s\to0$ and $D\to\gamma$. All upward rates vanish, so $L$ becomes upper triangular with diagonal $0,\gamma,2\gamma,\dots,(N-1)\gamma$. These are the limiting eigenvalues. The slow one tends to zero, and the product rule (2) shows how:

$$k_1=\frac{N!\,s^N}{k_2\cdots k_N}\;\to\;\frac{N!\,s^N}{(N-1)!\,\gamma^{N-1}} .$$

Therefore

$$\boxed{R= N\gamma x^N=N\gamma\left(\frac{fI}{e\gamma}\right)^{N}}\qquad(n_B=0,\ x\to0). \tag{4}$$

Equation (1) gives the same result, since its largest term is $\rho^{N-1}/(NU)$ with $\rho\to1/x$.

The law can be read from the populations. Balance of upward and downward flow between neighbouring levels gives $(n+1)sP_n\approx(n+1)\gamma P_{n+1}$, so $P_n\approx x^n$. The highest bound level holds $x^{N-1}$ and is emptied upward at rate $Ns$. The same rate follows from a direct climb. Level 1 is reached at rate $s$, and from level $n\ge1$ the next jump is upward with probability $u_n/(u_n+d_n)\approx(n+1)x/n$. The product of these probabilities for $n=1,\dots,N-1$ is $Nx^{N-1}$, so the rate is again $N\gamma x^N$. For $N=1$ there is no competition with relaxation, and $R=s$.

## What anharmonicity changes

A real bond has unequal level spacings and different matrix elements. Keep single-step jumps and a cold bath, but let the upward rates be $a_ns$ and the relaxation rates $d_n$, all positive. The determinant argument did not use the harmonic form, so $\prod_ik_i=s^N\prod a_n$. For $s\to0$ the fast eigenvalues tend to $d_1,\dots,d_{N-1}$, and

$$R\to s^N\,\frac{a_0a_1\cdots a_{N-1}}{d_1d_2\cdots d_{N-1}} .$$

With single-step jumps the exponent is still the number of steps. A numerical test on a five-step ladder with irregular rate factors confirms both the prefactor and the exponent 5. Anharmonicity then alters the prefactor, and it alters $N$ if it changes the number of bound levels. A Morse bond with a fundamental of 0.25 eV and a dissociation energy of 1.9 eV from the ground level, for instance, has 15 bound levels, whereas the harmonic count gives 8 steps.

The restriction to single steps is a serious one. In an anharmonic bond even a coupling linear in $q$ can excite two or more quanta at once. For the same Morse bond, the squared matrix element of $q$ for $0\to2$ is about 0.018 of that for $0\to1$. Such jumps can lower the exponent strongly, as a later section shows.

## The first correction in the current

How small must $x$ be? Keep $n_B=0$ and take $N\ge2$. Then $\rho=(1+\kappa x)/x$ is large. In equation (1) the power $\rho^{N-1}$ occurs once, with weight $1/N$. The power $\rho^{N-2}$ occurs for $n=N-1$ and for $n=N-2$, with weights $1/N$ and $1/(N-1)$. Thus

$$UT=\frac{\rho^{N-1}}{N}\left[1+\left(1+\frac{N}{N-1}\right)\frac1\rho+O(\rho^{-2})\right].$$

The inner bracket is $(2N-1)/(N-1)$, and $1/\rho=x+O(x^2)$. Inverting,

$$R=N\gamma x\;\frac{x^{N-1}}{(1+\kappa x)^{N-1}}\left[1-\frac{2N-1}{N-1}x+O(x^2)\right].$$

Expanding $(1+\kappa x)^{-(N-1)}=1-\kappa(N-1)x+O(x^2)$ gives

$$R=N\gamma x^N\left[1-cx+O(x^2)\right],\qquad c=\kappa(N-1)+\frac{2N-1}{N-1}. \tag{5}$$

The condition is $cx\ll1$, which is stricter than $x\ll1$ because $c$ grows with $N$. The first part of $c$ comes from quanta removed by the electrons themselves.

## A warm bath limits the slope

The quantity read from a log-log plot is the local exponent

$$\alpha=\frac{d\ln R}{d\ln I}=x\frac{d\ln R}{dx}.$$

With a warm bath, $U=\gamma(x+n_B)$ replaces $\gamma x$, and the leading rate is $NU^N/D^{N-1}$. The factor $U^N$ contributes $Nx/(x+n_B)$ to $\alpha$. The factors that produced $c$ contribute $-cx$ as before, up to terms of second order in the small quantities $x$ and $n_B$. So

$$\alpha\approx\frac{Nx}{x+n_B}-cx\approx N-\frac{Nn_B}{x}-cx,\qquad n_B\ll x\ll 1/c. \tag{6}$$

The thermal term lowers the slope at small current, because quanta supplied by the bath do not depend on $I$. The term $cx$ lowers it at large current. Setting the derivative to zero, $Nn_B/x^2=c$, gives the current of steepest slope:

$$x_*=\sqrt{\frac{Nn_B}{c}},\qquad \alpha_{\max}\approx N-2\sqrt{Nn_Bc}. \tag{7}$$

At zero current $R$ tends to a finite thermal rate, so $\alpha$ tends to zero there.

## Worked example

Take round model parameters: $\hbar\omega=0.25$ eV, $E_b=1.9$ eV, $V=1.5$ V, a temperature of 300 K, $\gamma=10^8\ \mathrm{s^{-1}}$ and $f=10^{-3}$. Then $E_b/\hbar\omega=7.6$, so $N=8$. This $E_b$ is chosen for illustration. The Si-H dissociation energy is above 3 eV, so $N=8$ is not the count for a real Si-H bond. The bias energy is below $E_b$, so an electron from the tip's Fermi level cannot supply the whole bond energy. At 300 K a few thermally excited electrons could. The model ignores them, although at the lowest currents even a very small yield from them would exceed the ladder rate. The derived constants are

$$\kappa=\frac{1.75}{1.25}=1.4,\qquad c=1.4\times7+\frac{15}{7}=11.94,\qquad n_B=6.31\times10^{-5}.$$

At 1 nA, $6.24\times10^9$ electrons pass per second. Hence $s=6.24\times10^6\ \mathrm{s^{-1}}$ and $x=0.0624$. The limiting law gives

$$8\times10^8\ \mathrm{s^{-1}}\times(0.0624)^8=0.18\ \mathrm{s^{-1}},$$

while equation (1) gives $T=11.0$ s and $R=0.091\ \mathrm{s^{-1}}$. The law is too high by a factor of 2, although $x$ is only 6 per cent. The cause is the size of $cx=0.75$, which is not small.

The rate itself is well defined. The slowest eigenvalue is $0.091\ \mathrm{s^{-1}}$ and the next is $1.0\times10^8\ \mathrm{s^{-1}}$, so $k_1$ and $1/T$ differ by about 2 parts in $10^9$.

| $I$ (nA) | $R$ ($\mathrm{s^{-1}}$) | $N\gamma x^N$ ($\mathrm{s^{-1}}$) | $\alpha$ |
|---|---|---|---|
| 0.01 | $4.0\times10^{-17}$ | $1.8\times10^{-17}$ | 7.26 |
| 0.1 | $1.85\times10^{-9}$ | $1.84\times10^{-9}$ | 7.85 |
| 1 | $0.091$ | $0.18$ | 7.31 |
| 10 | $9.3\times10^{4}$ | $1.8\times10^{7}$ | 4.13 |

At 0.01 nA the bath matters: $n_B/x=0.10$, and the factor $(1+n_B/x)^8\approx2.2$ accounts for the excess over the limiting law. At 0.1 nA the close agreement with the limiting law is a cancellation: the bath raises the rate by about 8 per cent, and the correction for finite $x$ lowers it by about 7 per cent. At 10 nA, $x=0.62$ and the expansion no longer applies. A slope of 4.1 there does not mean that four quanta are required.

Equation (7) predicts the steepest slope, 7.84, at $x_*=6.5\times10^{-3}$, or 0.10 nA. The full ladder gives 7.85 at the same $x$ to two digits. Even at the best current, then, the slope in this example falls short of 8 by about 0.15. Further digits are in the numerical output.

## When one electron can deposit two quanta

The exponent $N$ relies on each electron supplying one quantum. Suppose that an electron can also cause $0\to2$, at the smaller rate $\eta s$. For an operator proportional to $(a^\dagger)^2$, the squared matrix element from $n$ to $n+2$ is proportional to $(n+1)(n+2)$. Scaled to its value at $n=0$, the rate is $\eta s(n+1)(n+2)/2$.

Let the bath be cold and $x,\eta\ll1$, with $N^2\eta\ll1$ and $cx\ll1$. Consider the flow across the cut between $n$ and $n+1$. Three upward flows cross it: single jumps from $n$, double jumps from $n$, and double jumps from $n-1$. The second is smaller than the first by a factor $\eta(n+2)/2$. Summed over all cuts, these factors are of order $N^2\eta$, so the second flow is dropped. Electron-induced downward jumps are small beside relaxation and are dropped too. The balance is

$$(n+1)\gamma P_{n+1}=(n+1)sP_n+\eta s\,\frac{n(n+1)}2P_{n-1}.$$

Dividing by $(n+1)\gamma$ and writing $h_n$ for the leading populations,

$$h_{n+1}=xh_n+\frac{n\eta x}{2}h_{n-1},\qquad h_0=1,\quad h_1=x. \tag{8}$$

The breaking flow is the upward flow across the last cut, which by the same algebra is

$$R=N\gamma\left[xh_{N-1}+\frac{(N-1)\eta x}{2}h_{N-2}\right]=N\gamma h_N .$$

This loss was left out of the balance at the lower cuts. That is justified because (8) implies $h_{N-1}\ge xh_{N-2}$, and hence $h_N/h_{N-1}\le x+(N-1)\eta/2\ll1$.

To solve (8), define $G(t)=\sum_nh_nt^n/n!$. Multiplying (8) by $t^n/n!$ and summing gives

$$G'(t)=\left(x+\frac{\eta x}{2}t\right)G(t),\qquad G(t)=\exp\!\left(xt+\frac{\eta x}{4}t^2\right).$$

Expanding both exponentials and collecting $t^N$,

$$R=N\gamma\sum_{k=0}^{\lfloor N/2\rfloor}\frac{N!}{k!\,(N-2k)!}\,x^{N-2k}\left(\frac{\eta x}{4}\right)^k. \tag{9}$$

The index $k$ counts double jumps. The term with $k=0$ is the law (4). The ratio of the $k=1$ term to it is $N(N-1)\eta/(4x)$, so the $I^N$ law also requires

$$x\gg\frac{N(N-1)\eta}{4}.$$

Each term of (9) varies as $I^{N-k}$. At vanishing current the lowest power wins, and the exponent is $N-\lfloor N/2\rfloor=\lceil N/2\rceil$. The exponent counts the electrons needed, which equals the number of quanta when each electron gives one. For a cold bath, $N=8$ and $\eta=10^{-4}$, the numerical exponent at $x=10^{-9}$ is 4.00.

In the example, take $\eta=10^{-4}$. The two terms are equal at $x=14\eta=1.4\times10^{-3}$, or 0.022 nA. With the 300 K bath retained, double jumps raise the rate at 1 nA by about 3 per cent. At 0.1 nA they raise it by 24 per cent and lower the slope from 7.85 to 7.65. At 0.01 nA they raise it by a factor of 3.9, and the slope is 6.4. A process with one ten-thousandth of the single-jump rate thus changes the low-current result severely, since each double jump saves one factor of the small number $x$.

The same reasoning applies if the bias is raised until one electron can break the bond directly. That channel adds a term linear in $I$, which exceeds any term in $I^N$ with $N>1$ once the current is low enough.

## Using the law on data

In the model with one- and two-quantum jumps only, the slope is close to the number of quanta if the current lies in the window

$$\max\!\left(Nn_B,\ \frac{N(N-1)\eta}{4}\right)\ll x\ll\frac1c .$$

Both ends close in as $N$ grows. Jumps of three or more quanta and direct breaking by one electron must also be negligible, which the window does not guarantee.

For a real bond the window may not exist. With the Morse matrix elements quoted above and a bias of 1.5 V, $\eta$ is about 0.014. For $N=8$ the lower end is then about 0.2, above the upper end $1/c=0.08$. This is only an indication. It puts the Morse value of $\eta$ into the eight-level harmonic ladder, whereas the Morse bond has 15 levels and its two-step matrix elements grow faster with $n$ than $(n+1)(n+2)/2$. A measured slope should therefore not be read as a count of quanta unless multi-quantum jumps have been shown to be weak. A slope that changes with current shows that the data are not within a single power-law regime. In this model a slope that falls towards high current shows that the finite-$x$ correction grows with current faster than the low-current corrections shrink (under very strong driving the slope tends to 1). It does not show that those corrections are small: for $N=8$, $\eta=0.014$ and 300 K the slope peaks at about 6.0 near $x=0.07$, where $cx$ is only about 0.85. A slope that falls towards low current points to thermal quanta or to electrons that deposit more than one quantum. Cooling separates the last two, provided $\eta$, $f$ and $\gamma$ do not depend on temperature: it reduces $n_B$ and leaves the double jumps in place. In a real bond $\gamma$ may change on cooling, which shifts $x$ at a given current.

## Numbers as computed

```
vibrational quantum = 0.25 eV
bond-breaking energy = 1.90 eV
quanta required N = 8
bias = 1.50 V, temperature = 300 K
relaxation rate gamma = 1.0e+08 s^-1
excitation probability per electron f = 1.0e-03
two-quantum ratio eta = 1.0e-04
thermal energy kT = 0.02585 eV
bath occupation n_B = 6.313e-05
kappa: formula 1.400000, quadrature 1.400000
correction coefficient c = 11.943
electrons per second at 1 nA = 6.2415e+09 s^-1
excitation rate s at 1 nA = 6.2415e+06 s^-1
x at 1 nA = 0.06242
At 1 nA, single-quantum jumps:
  slowest eigenvalue k1 = 9.09558e-02 s^-1
  second eigenvalue k2 = 1.02497e+08 s^-1
  mean breaking time T = 1.09944e+01 s
  k1*T - 1 = 2.23e-09
  survival at t = 1/k1: 0.36788
  first-order exponent N - N*n_B/x - c*x = 7.246
Weak cold eigenvalues / gamma (x = 1e-8), second to last: 1.0000 2.0000 3.0000 4.0000 5.0000 6.0000 7.0000
Single-quantum jumps, R = 1/T:
  I =  0.01 nA: x = 6.242e-04, R = 3.951e-17 s^-1, N*gamma*x^N = 1.842e-17 s^-1, exponent 7.258
  I =  0.10 nA: x = 6.242e-03, R = 1.853e-09 s^-1, N*gamma*x^N = 1.842e-09 s^-1, exponent 7.846
  I =  1.00 nA: x = 6.242e-02, R = 9.096e-02 s^-1, N*gamma*x^N = 1.842e-01 s^-1, exponent 7.309
  I = 10.00 nA: x = 6.242e-01, R = 9.304e+04 s^-1, N*gamma*x^N = 1.842e+07 s^-1, exponent 4.128
With two-quantum jumps, R = 1/T:
  I =  0.01 nA: R = 1.540e-16 s^-1, exponent 6.408
  I =  0.10 nA: R = 2.294e-09 s^-1, exponent 7.651
  I =  1.00 nA: R = 9.338e-02 s^-1, exponent 7.286
  I = 10.00 nA: R = 9.354e+04 s^-1, exponent 4.125
thermal rate at zero current = 2.016e-25 s^-1
largest exponent: ladder 7.8462, formula 7.8447
x of largest exponent: ladder 6.493e-03, formula 6.503e-03
current of largest exponent (formula) = 0.1042 nA
two-quantum crossover x = 1.400e-03, current = 0.0224 nA
cold two-quantum exponent at x = 1e-9: 4.0001
anharmonic five-step exponent = 5.00000
```
